# Energy Slope of the PAW Logarithmic Derivative and Ghost States

**Definitions and conventions**

Hartree atomic units are used. For one angular momentum $l$, the smooth wave function is $\tilde\phi=u(r)/r$ times a spherical harmonic. Real radial functions are multiplied and integrated as

$$\langle f,g\rangle_r=\int_0^r f(s)g(s)\,ds .\tag{1}$$

The factor $r^2$ of the volume element is absorbed in functions such as $u$. The local part of the Hamiltonian is

$$h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+\tilde v(r),\tag{2}$$

with a spherical potential $\tilde v$ for which $r|\tilde v(r)|$ is integrable at the origin, as it is for a Coulomb or a bounded potential. Projectors $p_i(r)$ vanish for $r\ge r_c$, and near the origin they behave as $r^{l+1}$ or a higher power. The PAW Hamiltonian and overlap operator are

$$H=h+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .\tag{3}$$

The matrices $D$ and $q$ are real and symmetric. They and $\tilde v$ are held fixed when the energy $e$ is varied, so the potential is not made self-consistent again at each energy. With

$$K=D-eq,\qquad c_j=\int_0^{r_c}p_ju\,dr,\tag{4}$$

the radial equation $(H-eS)u=0$ reads

$$(h-e)u+\sum_{ij}p_iK_{ij}c_j=0 .\tag{5}$$

The quantity used in scattering tests is the logarithmic derivative of the solution regular at the origin,

$$L(e,r)=\frac{u'(r)}{u(r)},\tag{6}$$

where a prime means $d/dr$. For $r\ge r_c$ and $u(r)\ne0$, its energy slope is

$$\frac{\partial L}{\partial e}=-\frac{2N(r)}{u(r)^2},\qquad N(r)=\langle\tilde\phi,S\tilde\phi\rangle_r=\int_0^r u^2\,ds+\sum_{ij}c_iq_{ij}c_j .\tag{7}$$

The restriction on $r$ is essential, because equation (5) is nonlocal inside $r_c$.

**The regular solution**

An energy derivative requires a solution that varies differentiably with $e$. Let $u_0$ be the regular solution of $(h-e)u_0=0$, with $u_0/r^{l+1}\to1$ at the origin. For each projector let $w_i$ solve $(h-e)w_i=-p_i$, with $w_i/r^{l+1}\to0$. Every regular solution of (5) then has the form

$$u=\alpha u_0+\sum_{ik}w_iK_{ik}c_k .\tag{8}$$

Acting with $h-e$ gives $-\sum_{ik}p_iK_{ik}c_k$, as (5) requires. The coefficients must also agree with their definition (4):

$$c_j=\alpha\langle p_j,u_0\rangle_{r_c}+\sum_{ik}\langle p_j,w_i\rangle_{r_c}K_{ik}c_k .\tag{9}$$

For $m$ projectors these are $m$ homogeneous linear equations in the $m+1$ unknowns $\alpha,c_1,\ldots,c_m$, so a nonzero solution exists. If their rank is $m$, it is unique up to a factor. The signed $m\times m$ minors of the coefficient matrix supply a solution that is differentiable in $e$. This full rank is assumed below. An energy-dependent rescaling $u\to f(e)u$ does not matter, because $f$ cancels in (6).

**Derivation of the slope**

Let a dot denote $\partial/\partial e$ at fixed $r$. Since $\dot K=-q$, differentiating (5) gives

$$(h-e)\dot u-u+\sum_{ij}p_i\left(K_{ij}\dot c_j-q_{ij}c_j\right)=0 .\tag{10}$$

Multiply (10) by $u$ and subtract $\dot u$ times (5). The centrifugal, potential and energy terms cancel because they are multiplicative. What remains is

$$-\frac12(u\dot u''-\dot uu'')+\sum_{ij}\left(up_iK_{ij}\dot c_j-\dot up_iK_{ij}c_j\right)=u^2+\sum_{ij}up_iq_{ij}c_j .\tag{11}$$

The first bracket is a total derivative:

$$u\dot u''-\dot uu''=\frac{d}{dr}(u\dot u'-\dot uu') .\tag{12}$$

At the origin $u$ and $\dot u$ both behave as $r^{l+1}$ or a higher power. The products in (12) are therefore at most of order $r^{2l+1}$, and the lower boundary term vanishes. Define the partial overlaps

$$a_i(r)=\int_0^r p_iu\,ds .\tag{13}$$

Integrating (11) from $0$ to $r$ gives, in matrix notation,

$$-\frac12(u\dot u'-\dot uu')_r+a^TK\dot c-\dot a^TKc=\int_0^r u^2\,ds+a^Tqc .\tag{14}$$

This holds at every radius. The quotient rule applied to (6) gives

$$u^2\frac{\partial L}{\partial e}=u\dot u'-u'\dot u .\tag{15}$$

For $r\ge r_c$ the projectors lie entirely inside the integration range, so $a=c$ and $\dot a=\dot c$. The two terms with $K$ then cancel, because $K$ is symmetric and $c^TK\dot c=\dot c^TKc$. Equation (14) becomes

$$-\frac12(u\dot u'-\dot uu')_r=N(r),\tag{16}$$

and dividing by $-u^2/2$ with the help of (15) gives (7).

The factor 2 comes from the kinetic factor $1/2$. In Rydberg units the kinetic operator is $-d^2/dr^2$, and the right-hand side is $-N/u^2$. For $q=0$, equation (7) is the relation for a norm-conserving nonlocal potential. The strengths $D$ do not appear explicitly, but they influence the slope through $u$.

For $r<r_c$, equations (14) and (15) give

$$\frac{\partial L}{\partial e}=-\frac{2}{u^2}\left[\int_0^r u^2\,ds+a^Tqc-a^TK\dot c+\dot a^TKc\right] .\tag{17}$$

The last two terms remain because the solution inside $r$ depends, through $c$, on the wave function between $r$ and $r_c$. A nonsymmetric $D$ also spoils (7), even outside $r_c$, because $c^TK\dot c$ and $\dot c^TKc$ then differ in general.

**Why this is norm conservation**

Let $\phi_j$ be all-electron radial functions, with the factor $r$ included, that solve the equation with the true potential $v$ at reference energies $e_j$. Write $T$ for the kinetic operator including its centrifugal term:

$$(T+v-e_j)\phi_j=0 .\tag{18}$$

The smooth partial waves $\tilde\phi_j$, also written as radial functions, equal $\phi_j$ for $r\ge r_c$ and join them there with equal value and slope. Also $\tilde v=v$ for $r\ge r_c$. The PAW matrices are

$$q_{ij}=\langle\phi_i,\phi_j\rangle_{r_c}-\langle\tilde\phi_i,\tilde\phi_j\rangle_{r_c},\tag{19}$$

$$D_{ij}=\langle\phi_i,(T+v)\phi_j\rangle_{r_c}-\langle\tilde\phi_i,(T+\tilde v)\tilde\phi_j\rangle_{r_c} .\tag{20}$$

The symmetry of $D$ needs a check, because $T$ is not symmetric on a finite sphere. Integration by parts gives

$$D_{ij}-D_{ji}=-\frac12\left[\phi_i\phi_j'-\phi_i'\phi_j-\tilde\phi_i\tilde\phi_j'+\tilde\phi_i'\tilde\phi_j\right]_{r_c}=0,\tag{21}$$

since values and slopes agree at $r_c$.

The projectors are built from the residuals

$$\chi_j=(e_j-T-\tilde v)\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i,\chi_j\rangle_{r_c},\tag{22}$$

which vanish beyond $r_c$. If $B$ is invertible, set

$$p_i=\sum_k\chi_k(B^{-1})_{ki} .\tag{23}$$

Then $\langle p_i,\tilde\phi_j\rangle_{r_c}=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ij}$. From (18)–(20),

$$D_{ij}-e_jq_{ij}=0-\langle\tilde\phi_i,(T+\tilde v-e_j)\tilde\phi_j\rangle_{r_c}=B_{ij} .\tag{24}$$

For $u=\tilde\phi_j$ the coefficients are $c_i=\delta_{ij}$, and the left side of (5) at $e=e_j$ is

$$-\chi_j+\sum_ip_iB_{ij}=-\chi_j+\sum_k\chi_k(B^{-1}B)_{kj}=0 .\tag{25}$$

Thus $\tilde\phi_j$ solves the PAW equation at $e_j$, and $L$ equals its all-electron value at every $r\ge r_c$ where it is finite. The generalized norm is

$$N(r)=\langle\tilde\phi_j,\tilde\phi_j\rangle_r+q_{jj}=\langle\phi_j,\phi_j\rangle_r,\tag{26}$$

because the two functions coincide between $r_c$ and $r$. The derivation of (7) without projectors applies to the all-electron equation, so the energy slopes agree as well. The error of $L$ therefore starts at second or higher order in $e-e_j$. The smooth function need not carry the correct norm by itself; the augmentation $q$ supplies the difference.

**Hydrogen as a worked example**

Take the nonrelativistic hydrogen atom with $l=0$, $r_c=1.2$ bohr and reference energies $-0.5$ and $0$ hartree. The partial waves are scaled to one at $r_c$. Inside, each smooth wave is a combination of $r,r^3,r^5,r^7$ that matches the all-electron value and first three derivatives. The smooth potential is an even quartic polynomial matching the value and first two derivatives of $-1/r$.

At $-0.5$ hartree the all-electron solution is $u=re^{-r}$, so

$$L(r_c)=\frac1{r_c}-1=\frac1{1.2}-1=-0.1667\ \text{bohr}^{-1} .\tag{27}$$

Its norm follows from $\int_0^R r^2e^{-2r}dr=[1-e^{-2R}(1+2R+2R^2)]/4$, which differentiation with respect to $R$ confirms. Hence

$$\frac{N}{u(r_c)^2}=\frac{e^{2r_c}-1-2r_c-2r_c^2}{4r_c^2}=\frac{e^{2.4}-6.28}{5.76}=0.8235\ \text{bohr} .\tag{28}$$

The smooth wave supplies $0.7550$ bohr and $q_{11}$ supplies $0.0684$ bohr, which add to this value within rounding. The slope is $-2(0.8235)=-1.647$ in units of 1/(bohr hartree). Dropping the $q$ term from $N$ in (7), with the same smooth wave, would give $-2(0.7550)=-1.510$.

At other energies the program differentiates $L(r_c)$ numerically and compares the result with (7). Energies are in hartree, $L$ in 1/bohr, and the slope in 1/(bohr hartree):

| $e$ | $L$, all-electron | $L$, PAW | PAW slope |
|---:|---:|---:|---:|
| $-0.8$ | $0.26989$ | $0.26989$ | $-1.2907$ |
| $-0.5$ | $-0.16667$ | $-0.16667$ | $-1.6469$ |
| $-0.3$ | $-0.52958$ | $-0.52958$ | $-2.0032$ |
| $0.0$ | $-1.24831$ | $-1.24831$ | $-2.8800$ |
| $0.4$ | $-2.86428$ | $-2.86424$ | $-5.7299$ |

The finite differences and the generalized norm agree at all five energies, although the PAW and all-electron curves are matched by construction at only two.

The conditions can be examined at $e=-0.3$ hartree, with slopes again in 1/(bohr hartree). At $r=1.6$ bohr, outside the projectors, both sides of (7) are $-5.028$. At $r=0.6$ bohr the true slope is $-0.517$. Formula (7), with its augmentation term read as $a^Tqc$, gives $-0.714$, while (17) restores $-0.517$. Adding $0.1$ hartree bohr to $D_{12}$ and subtracting it from $D_{21}$ makes $D$ nonsymmetric. The slope at $r_c$ is then $-1.578$, whereas (7) would give $-2.382$.

**Poles and the sign of the norm**

Where $u(r)=0$, $L$ has a pole and its reciprocal is the convenient quantity. For $r\ge r_c$, equation (16) gives

$$\frac{\partial}{\partial e}\left(\frac{u}{u'}\right)=\frac{u'\dot u-u\dot u'}{u'^2}=\frac{2N}{u'^2} .\tag{29}$$

This remains valid at a zero of $u$ if $u'\ne0$. Let the zero occur at energy $e_0$, with $N\ne0$. To first order $u/u'=2N(e-e_0)/u'^2$, and therefore

$$L\simeq\frac{A}{e-e_0},\qquad A=\left.\frac{u'(r)^2}{2N(r)}\right|_{e=e_0} .\tag{30}$$

Every pole is an energy level of the PAW equation in a sphere of radius $r$ with $u(r)=0$ at its wall. A level whose function also has $u'(r)=0$ is the exception to the converse and is treated below. A ghost state produces such a level where the all-electron problem has none.

If $S$ is positive, $N$ is positive for every nonzero $u$: it is the expectation value of $S$ in $u$ cut off at $r\ge r_c$. Every branch of $L$ then falls with energy. A rising branch proves $N<0$, and hence that $S$ is not positive. Falling branches do not prove that a data set is free of ghosts. In the hydrogen example the lowest eigenvalue of $S$ is $0.978$, so its ghosts, if any, must appear on falling branches.

The pole strength $A$ measures how visible a state is at the matching radius. Close to the pole, the ghost changes $L$ by about $A/(e-e_0)$, so a state with small slope at $r$ relative to its norm is easily missed by a coarse energy scan. It can still disturb the atom. Let $L_{\rm out}$ be the logarithmic derivative of the decaying outer solution, and $L_{\rm reg}$ the smooth background of the inner one. Matching them near a narrow pole gives

$$e-e_0\simeq\frac{A}{L_{\rm out}-L_{\rm reg}},\tag{31}$$

provided the denominator is finite and not small, and both terms vary little over this energy shift. A weak pole below the continuum then implies a spurious bound state close to $e_0$.

The limiting case is a state with $u(r)=u'(r)=0$. It is confined to the sphere and has no coupling to the outside, so it produces no pole in $L$. This also explains the rank assumption after (9). Two independent regular solutions at the same energy have zero Wronskian at $r\ge r_c$, by the same subtraction that led to (14). Some nonzero combination of them therefore vanishes there together with its slope.

**A ghost that passes the reference-energy test**

Add $\lambda|g\rangle\langle g|$ to $H$, where $g$ vanishes beyond $r_c$ and is orthogonal to every $\tilde\phi_j$. The new term gives zero on each $\tilde\phi_j$, and $S$ is unchanged. Both $L$ and its slope are consequently unchanged at every reference energy where the modified equation keeps the full rank assumed after (9), so that $\tilde\phi_j$ is still its only regular solution up to a factor.

To place a pole at $e_g$, first solve

$$(H-e_gS)\zeta=g,\qquad \zeta(r_c)=0,\tag{32}$$

with the original $H$. This is possible if $e_g$ is not already one of its levels with zero value at $r_c$. A ghost $u$ with $u(r_c)=0$ must obey $(H-e_gS)u=-\lambda g\langle g,u\rangle_{r_c}$, so $u=-\lambda\langle g,u\rangle_{r_c}\zeta$. Taking the overlap with $g$ gives

$$1+\lambda\langle g,\zeta\rangle_{r_c}=0,\qquad \lambda=-\frac1{\langle g,\zeta\rangle_{r_c}},\tag{33}$$

provided the overlap is nonzero. The ghost is proportional to $\zeta$.

Orthogonality also restricts its slope at the wall. Take the overlap of (32) with $\tilde\phi_j$ and integrate by parts, using $(H-e_jS)\tilde\phi_j=0$ and $\zeta(r_c)=0$:

$$0=(e_j-e_g)\langle\tilde\phi_j,S\zeta\rangle_{r_c}-\frac12\tilde\phi_j(r_c)\zeta'(r_c) .\tag{34}$$

Hence

$$\zeta'(r_c)=\frac{2(e_j-e_g)\langle\tilde\phi_j,S\zeta\rangle_{r_c}}{\tilde\phi_j(r_c)} .\tag{35}$$

With $\tilde\phi_j(r_c)\ne0$, a bounded overlap and a norm $N$ bounded away from zero, the pole strength $A=\zeta'(r_c)^2/(2N)$ tends to zero at least as $(e_g-e_j)^2$ when the ghost approaches a reference energy. At $e_g=e_j$ the slope $\zeta'(r_c)$ vanishes and the pole disappears, but the full-rank condition fails, because $\tilde\phi_j$ and $\zeta$ both solve the modified equation. For $e\ne e_j$, the overlap of the modified equation with $\zeta$ has no boundary term and gives $(e_j-e)\langle\zeta,Su\rangle_{r_c}=0$. The solution continuous in $e$ therefore tends to $\tilde\phi_j-\zeta\langle\zeta,S\tilde\phi_j\rangle_{r_c}/N$, with $N=\langle\zeta,S\zeta\rangle_{r_c}$. The value of $L$ at $e_j$ is unchanged, but by (7) its slope changes by $2\langle\tilde\phi_j,S\zeta\rangle_{r_c}^2/[N\tilde\phi_j(r_c)^2]$, which is the limit of $A/(e_g-e_j)^2$.

For hydrogen, $g$ is made from $r\exp(-9r^2/r_c^2)$, set to zero beyond $r_c$, by subtracting $\sum_ip_i$ times its overlaps with $\tilde\phi_i$, followed by normalization. Choosing $e_g=-0.25$ hartree ($-6.80$ eV), between the reference energies, requires $\lambda=-23.8$ hartree. The pole strength is $A=4.13\times10^{-5}$ hartree/bohr, both from (30) and from $L$ on the two sides of the pole.

At $0.01$ hartree below the pole, (30) predicts a change in $L$ of $-4.13\times10^{-5}/0.01=-0.0041$ bohr$^{-1}$. The computed values are $-0.6115$ without the ghost and $-0.6155$ with it, a change of $-0.0041$ after rounding the more precise output. At $-0.4$ hartree the change is only $-0.00009$ bohr$^{-1}$.

Solving directly for the levels with $u(r_c)=0$ avoids the dependence on an energy scan. The lowest all-electron and original PAW levels are $1.2693$ and $1.2697$ hartree. The modified data set has its lowest level at $-0.2500$ hartree and the next at $1.2971$ hartree. The extra level is plain even though the values and slopes at both reference energies agree.

**A ghost with negative norm**

A solvable case shows the opposite sign. Take $l=0$, $\tilde v=0$, $D=0$, and one normalized projector

$$p(r)=\sqrt{\frac2{r_c}}\sin\frac{\pi r}{r_c}\quad(r<r_c),\qquad q=-2 .\tag{36}$$

In the sphere with zero boundary value, $p$ is an eigenfunction of the kinetic operator with eigenvalue $t=\pi^2/(2r_c^2)$. Setting $u=p$ gives $c=1$, and (5) becomes $t-e(1+q)=0$. Since $1+q=-1$,

$$e_0=-t=-\frac{\pi^2}{2r_c^2},\qquad N=1+q=-1 .\tag{37}$$

The kinetic operator alone has no negative level in this sphere; the indefinite overlap creates this one. With $u'(r_c)^2=2\pi^2/r_c^3$, equation (30) gives $A=-\pi^2/r_c^3$.

For $r_c=1.2$ bohr these formulas give $e_0=-3.427$ hartree and $A=-5.712$ hartree/bohr, in agreement with the numerical pole. At $0.3$ hartree above it, the pole term alone predicts a slope of $-A/(0.3)^2=5.712/0.09=63.5$. The computed slope is $63.2$, both in 1/(bohr hartree). Its positive sign identifies a state that the overlap operator counts with negative norm. The numerical check compares this slope with (7) as well.

## Computed results

```
projector radius rc = 1.20 bohr
reference energies = -0.50, 0.00 hartree
q11, q12, q22 = 0.068426, 0.106337, 0.164671 bohr
D11, D12, D22 = -0.312469, -0.438295, -0.605513 hartree bohr
lowest eigenvalue of S = 0.978305 (no unit)
closed form at -0.5 hartree: L = -0.166667 1/bohr
closed form: norm/u(rc)^2 = 0.823468 bohr
closed form: dL/de = -1.646936 1/(bohr hartree)
smooth norm without q at -0.5 hartree = 0.755042 bohr
slope if q is omitted = -1.510085 1/(bohr hartree)
columns: e [hartree], L_AE, L_PAW [1/bohr],
  dL_AE/de, dL_PAW/de, -2N/u^2 [1/(bohr hartree)]
-0.80   0.269891   0.269894  -1.290645  -1.290664  -1.290664
-0.50  -0.166667  -0.166667  -1.646936  -1.646936  -1.646936
-0.30  -0.529582  -0.529582  -2.003200  -2.003199  -2.003199
 0.00  -1.248309  -1.248309  -2.879953  -2.879953  -2.879953
 0.40  -2.864278  -2.864237  -5.730322  -5.729925  -5.729925
e = -0.30 hartree in the next three tests
r = 1.60 bohr: difference -5.028120, identity -5.028120 1/(bohr hartree)
r = 0.60 bohr: difference -0.516893, short formula -0.713862, with K terms -0.516893 1/(bohr hartree)
skew part added to D12 = 0.10 hartree bohr
nonsymmetric D: difference -1.577586, formula -2.381745 1/(bohr hartree)
ghost energy = -0.25 hartree = -6.8028 eV
ghost strength lambda = -23.815209 hartree
ghost N / integral u^2 = 1.128424 (no unit)
pole strength: measured 4.134754e-05, u'^2/(2N) 4.134754e-05 hartree/bohr
lowest poles, all-electron: 1.269315, 11.058619 hartree
lowest poles, PAW: 1.269684, 11.597271 hartree
lowest poles, PAW+ghost: -0.250000, 1.297056 hartree
columns: e [hartree], L without ghost, L with ghost [1/bohr]
-0.50    -0.166667    -0.166667
-0.40    -0.339249    -0.339340
-0.30    -0.529582    -0.530290
-0.26    -0.611452    -0.615512
-0.24    -0.653744    -0.649561
-0.10    -0.978787    -0.978644
 0.00    -1.248309    -1.248309
sine model, q = -2.0: ghost at -3.426946, closed form -3.426946 hartree
sine model pole strength: measured -5.711577, closed form -5.711577 hartree/bohr
sine model dL/de, 0.3 hartree above ghost = 63.205009 1/(bohr hartree)
```
